# Capacitance of a leaky thin-oxide capacitor from readings at two frequencies

## The question

A metal-oxide-semiconductor capacitor with a thin, leaky oxide is held at a fixed gate bias and probed with a small alternating voltage. Its small-signal circuit has three elements. A capacitance $C$ lies in parallel with a leakage conductance $G$, and this pair is in series with a resistance $R$ from the contacts and the substrate. All three are positive and have the same values at both measuring frequencies.

Here $G$ is the slope $dI/dV$ of the leakage current at the bias point, not the ratio $I/V$, and $V$ is the voltage across the inner pair. The slope against the full gate bias, which includes the voltage across $R$, is the smaller quantity $G/(1+RG)$. Likewise, $C$ is the differential capacitance of the whole device at that bias. It includes the response of the semiconductor, so it is not automatically the oxide capacitance. The three-element form assumes that $G$ spans the whole of $C$ and that lead inductance is negligible. If the leakage spans only the oxide and the semiconductor adds its own capacitance and conductance in series, the inner admittance generally has a frequency-dependent capacitance. For example, with 150 pF and 0.5 mS in series with 300 pF and 10 mS, the formula of part (b) returns 119.8 pF, not the series value of 100 pF. A series inductance of 100 nH added to the circuit used here raises the recovered $C$ by about 1%.

Time dependence is $e^{j\omega t}$ with $\omega=2\pi f$. In parallel mode the meter expresses the measured admittance $Y$ through a capacitance $C'$ and a loss factor $D$:

$$Y=\omega C'(D+j).$$

| Frequency | $C'$ | $D$ |
|---|---|---|
| $f_1=1$ MHz | 81.58 pF | 1.0010 |
| $f_2=5$ MHz | 62.31 pF | 0.8034 |

Subscripts 1 and 2 denote the low and the high frequency throughout.

## Part (a): what the meter reports

**Express $C'$ and $D$ through $C$, $G$ and $R$. Find also the capacitance $S$ that the meter would report in series mode, where it interprets the impedance as a resistance in series with a capacitance. On which side of $C$ does each reading lie?**

**Answer.** The inner pair has admittance $G+j\omega C$. Adding $R$ in series gives

$$Y=\frac{1}{R+\dfrac{1}{G+j\omega C}}=\frac{G+j\omega C}{1+RG+j\omega RC}.$$

Multiply numerator and denominator by the complex conjugate of the denominator. The new numerator is

$$(G+j\omega C)(1+RG-j\omega RC)=G(1+RG)+\omega^2RC^2+j\omega C,$$

because the imaginary terms $j\omega C\,RG$ and $-j\omega RC\,G$ cancel. Hence

$$Y=\frac{G(1+RG)+\omega^2RC^2+j\omega C}{(1+RG)^2+(\omega RC)^2}.$$

The meter's definition gives $C'=\mathrm{Im}\,Y/\omega$ and $D=\mathrm{Re}\,Y/\mathrm{Im}\,Y$, so

$$C'=\frac{C}{(1+RG)^2+(\omega RC)^2},\qquad D=\frac{G(1+RG)}{\omega C}+\omega RC.$$

For the series mode, invert the meter's form of $Y$:

$$Z=\frac{1}{\omega C'(D+j)}=\frac{D-j}{\omega C'(1+D^2)}.$$

A capacitance $S$ in series with a resistance has $\mathrm{Im}\,Z=-1/(\omega S)$. Therefore

$$S=C'(1+D^2).$$

The circuit itself has

$$Z=R+\frac{G-j\omega C}{G^2+\omega^2C^2}.$$

Equating the two imaginary parts gives

$$\frac{1}{\omega S}=\frac{\omega C}{G^2+\omega^2C^2}
\quad\Longrightarrow\quad
S=C+\frac{G^2}{\omega^2C}.$$

The denominator of $C'$ exceeds one and the second term of $S$ is positive, so $C'<C<S$ at every frequency. Parallel mode reads low because it ignores the voltage lost across $R$. Series mode reads high because it ignores the leakage. If $R\to0$, the parallel reading becomes correct; if $G\to0$, the series reading does. With both elements present, neither reading alone gives $C$.

## Part (b): the capacitance

**Eliminate $G$ and $R$ and obtain $C$ from the table.**

**Answer.** The resistance is already absent from $S$, since it enters only the real part of $Z$. Multiplying $S$ by $\omega^2$ makes the leakage term independent of frequency:

$$\omega^2S=\omega^2C+\frac{G^2}{C}.$$

Subtracting this relation at $\omega_1$ from that at $\omega_2$ removes $G^2/C$:

$$\omega_2^2S_2-\omega_1^2S_1=(\omega_2^2-\omega_1^2)C.$$

The common factor $(2\pi)^2$ cancels, leaving

$$\boxed{C=\frac{f_2^2S_2-f_1^2S_1}{f_2^2-f_1^2}},\qquad S_i=C_i'(1+D_i^2).$$

From the readings,

$$S_1=81.58\,(1+1.0010^2)=163.323\ \mathrm{pF},$$

$$S_2=62.31\,(1+0.8034^2)=102.528\ \mathrm{pF}.$$

With frequencies in MHz,

$$C=\frac{2563.202-163.323}{24.00}\ \mathrm{pF}=100.0\ \mathrm{pF}.$$

The readings were calculated for a circuit with $C=100$ pF and then rounded as shown in the table, so the capacitance has been recovered. The parallel readings are 18% and 38% below it. The series value is 63% above it at 1 MHz but only 2.5% above it at 5 MHz, because the leakage term falls as $1/\omega^2$.

## Part (c): the other elements and a check

**Find $G$. Then find $R$ separately at each frequency, and explain what a comparison of the two values tests.**

**Answer.** Subtracting the two expressions for $S$ removes $C$ as an additive term:

$$S_1-S_2=\frac{G^2}{C}\left(\frac{1}{\omega_1^2}-\frac{1}{\omega_2^2}\right)
=\frac{G^2}{C}\,\frac{\omega_2^2-\omega_1^2}{\omega_1^2\omega_2^2}.$$

Solving for $G^2$,

$$G^2=C(S_1-S_2)\frac{\omega_1^2\omega_2^2}{\omega_2^2-\omega_1^2}.$$

The positive root is taken because the leakage conductance was assumed positive. Since $\omega_2=5\omega_1$, the last fraction equals $25\omega_1^2/24$. With $\omega_1=6.28319\times10^6$ rad/s and $S_1-S_2=60.795$ pF, this gives $G=0.500$ mS. Had the data shown $S_1<S_2$ by more than the reading error, $G^2$ would have been negative and the circuit would have been ruled out.

The real part of the meter's impedance is $D/(\omega S)$. Equating it to the real part of the circuit impedance gives

$$R=\frac{D}{\omega S}-\frac{G}{G^2+\omega^2C^2}.$$

At the two frequencies,

$$R_1=975.45-775.50=199.95\ \Omega,$$

$$R_2=249.42-49.41=200.01\ \Omega.$$

The table holds four real numbers and the circuit has three unknowns. One relation is left over, and the equality of $R_1$ and $R_2$ expresses it. The difference here is 0.06 Ω. Raising $C_1'$ by 0.005 pF, the largest rounding error of that reading, and repeating the whole calculation changes $R_1-R_2$ by about 0.07 Ω, so the disagreement is of the size expected from the display.

Agreement is necessary if the circuit is right, but only to within the full error of the meter, which is usually larger than the display rounding. For this device a phase error of 0.01 rad at 5 MHz alone separates $R_1$ and $R_2$ by about 4 Ω, the same error at 1 MHz by about 7 Ω, and a 1% amplitude error at one frequency by about 12 Ω, although the circuit is correct. Parts (f) and (g) show what the check can detect and what it cannot.

## Part (d): reading errors

**The meter multiplies the true admittance by $(1+\varepsilon)e^{j\varphi}$, with small real $\varepsilon$ and $\varphi$ that may differ between the frequencies. Find the relative error of $C$ to first order. Evaluate it for $\varphi_2=0.01$ rad with no other error. What happens if the low frequency is moved to 4.5 MHz?**

**Answer.** First write $S$ directly in terms of the admittance:

$$S=C'(1+D^2)=\frac{\mathrm{Im}\,Y}{\omega}\left[1+\frac{(\mathrm{Re}\,Y)^2}{(\mathrm{Im}\,Y)^2}\right]=\frac{|Y|^2}{\omega\,\mathrm{Im}\,Y}.$$

To first order the measured admittance is $Y(1+\varepsilon+j\varphi)$. Its squared magnitude changes by the fraction $2\varepsilon$. Its imaginary part becomes $(1+\varepsilon)\mathrm{Im}\,Y+\varphi\,\mathrm{Re}\,Y$, a fractional change of $\varepsilon+\varphi D$. Therefore

$$\frac{\delta S}{S}=2\varepsilon-(\varepsilon+\varphi D)=\varepsilon-\varphi D.$$

The formula for $C$ is linear in $S_1$ and $S_2$, so

$$\frac{\delta C}{C}=w_2(\varepsilon_2-\varphi_2D_2)-w_1(\varepsilon_1-\varphi_1D_1),
\qquad w_i=\frac{f_i^2S_i}{C(f_2^2-f_1^2)}.$$

The result of part (b), divided by $C$, states that $w_2-w_1=1$. An amplitude error common to both frequencies therefore passes into $C$ without magnification.

For 1 and 5 MHz, $w_1=0.0681$ and $w_2=1.0681$. The stated phase error gives

$$\frac{\delta C}{C}=-1.0681\times0.01\times0.8034=-0.86\%.$$

Applying the full formula to the disturbed admittance gives $-0.85\%$, relative to the true $C$. The small difference comes from terms beyond first order.

With the low frequency at 4.5 MHz, the weights rise to $w_1=4.396$ and $w_2=5.396$. Amplitude errors of equal size and opposite sign would then be magnified by $w_1+w_2=9.79$, compared with 1.14 for the original pair. The formula has become a small difference of large numbers.

Moving the low frequency far down has a different cost. Inserting $S_1$ from part (a) gives

$$w_1=\frac{f_1^2+(G/2\pi C)^2}{f_2^2-f_1^2}.$$

As $f_1\to0$ this tends to a nonzero constant, while $D_1$ grows as $1/f_1$. The first-order effect $w_1\varphi_1D_1$ of a given phase error then grows as $1/f_1$, but that law holds only while $|\varphi_1|D_1\ll1$. Beyond it the sign matters. For $\varphi_1=+0.01$ rad the full error levels off near $w_1$: it is 2.3% at 1 kHz, where the first-order value is 22%. For $\varphi_1=-0.01$ rad at 1 kHz the measured $\mathrm{Im}\,Y$ turns negative and the reading is useless.

## Part (e): the smallest loss factor

**At what frequency is $D$ smallest, and how small is it? Should both readings be taken there?**

**Answer.** Write the result of part (a) as $D=a/\omega+b\omega$, with $a=G(1+RG)/C$ and $b=RC$. Completing the square,

$$D=2\sqrt{ab}+\left(\sqrt{\frac{a}{\omega}}-\sqrt{b\omega}\right)^2.$$

The square vanishes at $\omega^2=a/b$. Hence

$$\omega_{\min}=\frac1C\sqrt{\frac{G(1+RG)}{R}},\qquad D_{\min}=2\sqrt{RG(1+RG)}.$$

For this device $RG=0.1$, so $D_{\min}=2\sqrt{0.11}=0.663$, at 2.64 MHz. Below this frequency the term $a/\omega$, which vanishes without leakage, is the larger part of $D$; above it the term $b\omega$, which vanishes without series resistance, is the larger.

Both readings cannot be taken there, since the formula needs two distinct frequencies and the weights of part (d) diverge as they merge. The pair 1 and 5 MHz is a compromise: it lies on the two sides of the minimum, keeps $D$ near one, and has small weights.

The minimum depends on the product $RG$ alone, so no choice of frequency can lower it. A smaller gate can help if leakage is proportional to area and $R$ is a fixed contact resistance. If $R$ instead grows as the inverse of the area, $RG$ is unchanged and nothing is gained.

## Part (f): a trap response

**A resistance $R_t=2500\ \Omega$ in series with a capacitance $C_t=20$ pF is now placed across $C$, to represent traps with a single response time. Does the two-frequency formula still return a meaningful capacitance, and does the check of part (c) detect the change?**

**Answer.** With $\tau=R_tC_t=50$ ns, the added admittance is

$$\frac{1}{R_t+1/(j\omega C_t)}=\frac{j\omega C_t}{1+j\omega\tau}
=\frac{\omega^2\tau C_t+j\omega C_t}{1+\omega^2\tau^2}.$$

The parallel elements behind $R$ therefore become

$$C_p=C+\frac{C_t}{1+\omega^2\tau^2},\qquad
G_p=G+\frac{\omega^2\tau C_t}{1+\omega^2\tau^2}.$$

They depend on frequency, contrary to the assumption used in the subtraction. The capacitance $C_p$ is 118.20 pF at 1 MHz and 105.77 pF at 5 MHz. The formula, applied to the new readings, returns 108.83 pF. This is neither of those values, nor is it the 100 pF of the device without traps.

The check detects the fault: it gives $R_1=124.1\ \Omega$ and $R_2=221.3\ \Omega$, a disagreement far beyond the rounding error found in part (c).

Detection depends on the response time. If $\omega\tau\to0$ at both frequencies with $C_t$ fixed, the branch becomes a constant extra capacitance $C_t$. If $\omega\tau\to\infty$ with $R_t$ fixed, it becomes a constant extra conductance $1/R_t$. In either limit the three-element form is restored and the check passes. Passing it does not show that traps are absent.

This branch is a simplified model. In a real device, interface traps exchange charge with the semiconductor and are separated from the gate by the oxide capacitance, and their response times may be spread over a range.

## Part (g): can the circuit itself be identified?

**Show that a resistance $R_a$ in parallel with a series pair $R_b$, $C_b$ can have the same impedance as the original circuit at every frequency. Find its elements and state what this implies for the "true" capacitance.**

**Answer.** Let $k=1+RG$. Dividing numerator and denominator of the original admittance by $k$ gives

$$Y=\frac{G/k+j\omega C/k}{1+j\omega RC/k}.$$

At zero frequency $Y=G/k$. Subtract this constant and use $k-RG=1$:

$$Y-\frac Gk=\frac{j\omega\,(C/k)(1-RG/k)}{1+j\omega RC/k}
=\frac{j\omega C/k^2}{1+j\omega RC/k}.$$

A series pair has admittance $j\omega C_b/(1+j\omega R_bC_b)$. Comparison gives

$$R_a=\frac kG=R+\frac1G,\qquad C_b=\frac{C}{(1+RG)^2},\qquad R_b=R(1+RG).$$

For this device $R_a=2200\ \Omega$, $R_b=220\ \Omega$ and $C_b=82.64$ pF. The equality holds for every $\omega$, so further frequencies at the same bias cannot distinguish this circuit from the original.

The two circuits describe different current paths. In the original, the leakage current passes through the series resistance, as expected for tunnelling through the gate area into a resistive substrate. In the alternative, leakage bypasses that resistance, for example along a separate path between the terminals. The value 100 pF is the device capacitance if the first description is right; 82.64 pF is the corresponding value if the second is right. Impedance measurements at this bias cannot decide between them; other information, such as the layout of the device, is needed. The distinction becomes unimportant when $RG\ll1$, because $C_b/C=(1+RG)^{-2}$ then approaches one.

The main values in these answers are listed in the numerical output.

## Numbers as computed

```
model C = 100.0 pF, G = 0.500 mS, R = 200.0 ohm
frequencies: low 1.0 MHz, high 5.0 MHz
reading low : C' = 81.58 pF, D = 1.0010
reading high: C' = 62.31 pF, D = 0.8034
S low = 163.323 pF, S high = 102.528 pF
f^2 S low  = 163.323 pF MHz^2
f^2 S high = 2563.202 pF MHz^2
f_hi^2 - f_lo^2 = 24.00 MHz^2
recovered C = 99.995 pF
recovered G = 0.5000 mS
low: omega = 6.28319e+06 rad/s, omega C = 0.6283 mS
low: Re Z = 975.45 ohm, leaky part = 775.50 ohm, R = 199.95 ohm
high: omega = 3.14159e+07 rad/s, omega C = 3.1414 mS
high: Re Z = 249.42 ohm, leaky part = 49.41 ohm, R = 200.01 ohm
error weights at 1 and 5 MHz: 0.0681, 1.0681
error weights at 4.5 and 5 MHz: 4.396, 5.396
phase error at high frequency = 0.010 rad
change of C, first order = -0.858 percent
change of C, full        = -0.846 percent
smallest D = 0.6633 at f = 2.639 MHz
trap branch: 20.0 pF, 2500 ohm, time constant 50.0 ns
with traps: parallel capacitance inside R, low 118.20 pF, high 105.77 pF
with traps: formula gives C = 108.83 pF, G = 0.5520 mS
with traps: R low = 124.1 ohm, R high = 221.3 ohm
other circuit: bypass resistance = 2200.0 ohm
other circuit: branch resistance = 220.0 ohm
other circuit: branch capacitance = 82.64 pF
```
